# Shooting for the voltage-current curve from Townsend discharge to glow

Two wide metal plates face each other across a few centimetres of gas at about 1 Torr, connected to a high-voltage source through a large resistor. At a sufficient voltage a tiny, almost invisible current sustains itself. If the resistor is reduced, the current rises by orders of magnitude, a strong field gathers at the cathode, and the voltage across the plates changes although the gas and the gap do not. How does the voltage depend on the current?

## A gap worked by hand

Take carbon dioxide at $p=1$ Torr between plates $L=3$ cm apart. Measure $x$ from the cathode and let $E>0$ be the field magnitude. An electron drifting to the anode makes $\alpha$ new electron-ion pairs per unit length,

$$\alpha(E)=Ap\,e^{-Bp/E},$$

with $A=20$ cm$^{-1}$Torr$^{-1}$ and $B=466$ V cm$^{-1}$Torr$^{-1}$. Each ion reaching the cathode releases $\gamma=0.01$ electron on average. These are rough typical coefficients.

The total current density $j=j_e+j_i$ is independent of $x$ in a steady discharge. Let $y=j_e/j$ be the electron share. At the cathode $j_e=\gamma j_i$, so $y=\gamma(1-y)$ and

$$y(0)=q=\frac{\gamma}{1+\gamma}=\frac1{101}.$$

The anode emits no ions, so the ion current vanishes there: $y(L)=1$.

At very small current the charges do not disturb the field. Then $E$ is uniform, $y$ grows as $e^{\alpha x}$, and the only unknown is the field. Guess it and look at the anode:

- $E=200$ V/cm gives $\alpha=20e^{-2.33}=1.946$ cm$^{-1}$ and $y(L)=e^{5.84}/101=3.4$. The field is too high.
- $E=170$ V/cm gives $\alpha=1.290$ cm$^{-1}$ and $y(L)=e^{3.87}/101=0.47$. The field is too low.
- $E=185$ V/cm gives $\alpha=1.611$ cm$^{-1}$ and $y(L)=e^{4.83}/101=1.24$. The field is too high.

The answer lies between 170 and 185 V/cm. This is shooting by bisection. Here it can be checked, because $qe^{\alpha L}=1$ means

$$\alpha L=\Lambda,\qquad \Lambda=\ln\left(1+\frac1\gamma\right)=4.615 .$$

Solving $ApLe^{-Bp/E_b}=\Lambda$ for $E_b$ and multiplying by $L$ gives the breakdown voltage

$$V_b=\frac{BpL}{\ln(ApL/\Lambda)}=545\ \text{V},\qquad E_b=181.7\ \text{V/cm}.$$

At larger current the field varies with $x$. The guess is then the field at the cathode, and a second equation carries it across the gap.

## The equations with space charge

The algebra uses atomic units, with elementary charge 1 and Poisson's equation in the form $dE_x/dx=4\pi(n_i-n_e)$. The field points towards the cathode, so $E_x=-E$ and

$$\frac{dE}{dx}=-4\pi(n_i-n_e).$$

Assume drift with constant mobilities, no diffusion, and ionization fixed by the local field. Neglect attachment and recombination. Then $n_i=(1-y)j/(\mu_iE)$ and $n_e=yj/(\mu_eE)$. With $m=\mu_i/\mu_e$ and $K=4\pi j/\mu_i$,

$$\frac{dy}{dx}=\alpha(E)\,y,\qquad \frac{dE}{dx}=-\frac KE\,[1-(1+m)y],\qquad V=\int_0^L E\,dx .$$

In engineering units $4\pi$ becomes $1/\varepsilon_0$, so $K=j/(\varepsilon_0\mu_i)$. The example takes $\mu_ip=250$ and $\mu_ep=3\times10^5$ Torr cm$^2$/(V s), hence $m=8.3\times10^{-4}$.

One step by hand shows how the field is carried. At $j=13.39$ µA/cm$^2$,

$$K=\frac{13.39\times10^{-6}}{8.854\times10^{-14}\times250}=6.05\times10^5\ \text{V}^2/\text{cm}^3 .$$

The cathode field that proves correct for this current is 762.6 V/cm. The initial slope is $-6.05\times10^5\times0.990/762.6=-785$ V/cm$^2$. A straight step of 0.3 cm therefore predicts $762.6-236=527$ V/cm, while the accurate solution has 491 V/cm. For $y$ the same step fails badly. With $\alpha=10.9$ cm$^{-1}$ it gives $0.0099(1+3.26)=0.042$ instead of 0.17, because exponential growth cannot be followed with $\alpha\,\Delta x$ above 3. Steps must satisfy $\alpha\,\Delta x\ll1$.

## Why bisection cannot find a wrong solution

Divide the two differential equations to use $y$ as the variable:

$$\frac{dE}{dy}=-\frac{K[1-(1+m)y]}{E\,\alpha(E)\,y}.$$

This is a single first-order equation, smooth for $E>0$, so two of its solutions cannot cross. A larger cathode field gives a larger $E$ at every $y$. The distance needed to reach $y=1$ is

$$L=\int_q^1\frac{dy}{y\,\alpha(E(y))}.$$

Since $\alpha$ increases with $E$, this distance falls strictly as the cathode field rises. At given $j$ at most one cathode field fits the gap.

To see when one exists, separate the variables:

$$E\,\alpha(E)\,dE=-K\left[\frac1y-(1+m)\right]dy .$$

Put $r=\ln[(1+m)y]$. Then $dy/y=dr$ and $(1+m)\,dy=e^r\,dr$, so the right side is $K(e^r-1)\,dr$. Define $G(E)=\int_0^E E'\alpha(E')\,dE'$. The substitution $E'=E/t$ gives

$$G(E)=ApE^2\int_1^\infty\frac{e^{-Bpt/E}}{t^3}\,dt=ApE^2\,E_3(Bp/E),$$

where $E_3$ is the exponential integral of order three. Because $dG/dr=K(e^r-1)$ changes sign at $r=0$, the field has its minimum $E_{\min}$ there. This point lies inside the gap if $\gamma m<1$, which holds here. Integrating from it,

$$G(E)=G(E_{\min})+K(e^r-1-r),\qquad L=\int\frac{dr}{\alpha},\qquad V=\int\frac{E\,dr}{\alpha},$$

with $r$ running from $\ln[q(1+m)]$ to $\ln(1+m)$, an interval of length $-\ln q=\Lambda$.

Now vary $E_{\min}$ at fixed $K$. As $E_{\min}\to\infty$, $\alpha\to Ap$ and $L\to\Lambda/(Ap)$, which is 0.231 cm here. As $E_{\min}\to0$, the length diverges. For small fields $E_3(z)\approx e^{-z}/z$, so $G\approx\alpha E^3/(Bp)$, while near $r=0$ the limiting solution has $G\approx Kr^2/2$. Hence

$$\frac1\alpha\approx\frac{2E^3}{BpKr^2},$$

and $E$ vanishes only logarithmically, roughly as $Bp/\ln(1/r^2)$. The integral over $r$ diverges. By continuity every gap longer than $\Lambda/(Ap)$ has one solution for each $j>0$. A shorter gap has none, since $\alpha$ never reaches $Ap$.

Thus $V$ is a single-valued function of $j$ in this model. The reverse need not hold, so the current is the quantity to prescribe.

## The general algorithm

For each chosen current density:

1. Bracket the cathode field between a value that is too low and one that is too high. The example starts from 20 and $10^5$ V/cm.
2. Take the geometric mean as the trial field $E_c$. Start with $y=q$, $E=E_c$ and march both equations to $x=L$ by the fourth-order Runge-Kutta method. The example uses 800 equal steps.
3. If $y(L)>1$, the trial becomes the upper end of the bracket. Otherwise it becomes the lower end. A field that collapses towards zero before the anode also means "too low", since ionization then stops with $y<1$.
4. Repeat to the last bits of double precision.
5. March both ends of the final bracket, giving solutions marked $-$ and $+$. Mix them with the weight
$$\theta=\frac{1-y_-(L)}{y_+(L)-y_-(L)},\qquad E=E_-+\theta(E_+-E_-),$$
and likewise for $y$. Integrate $E$ by Simpson's rule to obtain $V$.

Steps 4 and 5 are needed in the glow. There $G(E_{\min})$ is exponentially small in $Bp/E_{\min}$, yet it is the difference between $G(E_c)$ and a term of order $K\Lambda$. A minute error in $E_c$ is therefore a large relative error in the weak-field region. In the computed curves the final bracket left a spread of at most $8\times10^{-8}$ in the anode electron share and $3\times10^{-7}$ in relative voltage.

The quadrature for $L$ and $V$ offers an independent route: find $E_{\min}$ from the gap length, with no march in $x$. At 0.1, 3.16, 31.6 and 316 µA/cm$^2$ the two voltages agree within a relative difference of $1.2\times10^{-7}$. This measures numerical error, not the accuracy of the physical model.

## The first effect of current

At small $j$ write $E=E_b+E_1+E_2+\dots$, where $E_n$ is of order $j^n$. Integrating $dy/dx=\alpha y$ across the gap gives $\int_0^L\alpha\,dx=\Lambda$ at every current. Expand this condition, with derivatives of $\alpha$ taken at $E_b$:

$$\alpha L+\alpha'\int(E_1+E_2)\,dx+\frac{\alpha''}2\int E_1^2\,dx+\dots=\Lambda .$$

The zeroth order is the breakdown condition. The first order requires $\int E_1\,dx=0$, so the voltage has no term linear in $j$. The second order gives

$$V-V_b=\int E_2\,dx=-\frac{\alpha''}{2\alpha'}\int E_1^2\,dx .$$

From the ionization law, $\alpha'=\alpha Bp/E^2$ and $\alpha''=\alpha[(Bp/E^2)^2-2Bp/E^3]$, hence

$$\frac{\alpha''}{\alpha'}=\frac{Bp/E_b-2}{E_b}.$$

For $E_1$, use the undisturbed share $y=e^{-\Lambda s}$ with $s=1-x/L$. Since $d/ds=-L\,d/dx$,

$$\frac{dE_1}{ds}=\frac{KL}{E_b}\left[1-(1+m)e^{-\Lambda s}\right],$$

$$E_1=\frac{KL}{E_b}\,(f-\langle f\rangle),\qquad f=s+c\,e^{-\Lambda s},\qquad c=\frac{1+m}{\Lambda}.$$

Angle brackets denote the average over $0<s<1$. Subtracting $\langle f\rangle$ enforces $\int E_1\,dx=0$. With $W=\langle f^2\rangle-\langle f\rangle^2$,

$$V-V_b=-\frac12\,\frac{Bp/E_b-2}{E_b}\left(\frac K{E_b}\right)^2L^3W .$$

The averages needed are $\langle e^{-\Lambda s}\rangle=(1-q)/\Lambda$, $\langle s\,e^{-\Lambda s}\rangle=[1-q(1+\Lambda)]/\Lambda^2$ and $\langle e^{-2\Lambda s}\rangle=(1-q^2)/(2\Lambda)$. The variance of $s$ is $1/12$, so

$$W=\frac1{12}+2c\left[\frac{1-q(1+\Lambda)}{\Lambda^2}-\frac{1-q}{2\Lambda}\right]+c^2\left[\frac{1-q^2}{2\Lambda}-\frac{(1-q)^2}{\Lambda^2}\right].$$

Here $W=0.0590$. At 1 µA/cm$^2$, $K=4.52\times10^4$ V$^2$/cm$^3$ and $K/E_b=249$ V/cm$^2$. The coefficient of $j^2$ is

$$-\frac12\times\frac{0.565}{181.7}\times249^2\times27\times0.0590\approx-153\ \frac{\text{V}}{(\mu\text{A/cm}^2)^2}.$$

The marched solutions at very weak current give the same value. The law soon loses accuracy: at 0.1 µA/cm$^2$ it predicts a fall of 1.5 V, and the full solution falls by 1.3 V. At 1 µA/cm$^2$ it is useless.

The sign has a simple meaning. Space charge raises the field in one part of the gap and lowers it in another. If $\alpha$ curves upwards, the gain outweighs the loss and less voltage suffices. This requires $E_b<Bp/2$. Since $pL=(\Lambda/A)e^{Bp/E_b}$, the change of sign lies at $pL=e^2\Lambda/A=1.71$ Torr cm. The minimum of $V_b$ as a function of $pL$ lies where $\ln(ApL/\Lambda)=1$, at $pL=e\Lambda/A=0.63$ Torr cm, smaller by a factor $e$. A 1 cm gap at the same pressure lies between these values. Its voltage first rises, with coefficient $+1.00$ V/(µA/cm$^2$)$^2$ from both the formula and the march.

## Reading the full curve

For the 3 cm gap the results are:

| $j$ (µA/cm²) | $V$ (V) | Cathode field (V/cm) | Lowest field (V/cm) |
|---:|---:|---:|---:|
| 0.01 | 545 | 185 | 179 |
| 1 | 510 | 345 | 84 |
| 10 | 454 | 690 | 50 |
| 100 | 515 | 1633 | 39 |
| 316 | 631 | 2658 | 35 |

The minimum is 453 V at 13.4 µA/cm$^2$, or 16.7 hartree per elementary charge and $5.66\times10^{-20}$ atomic units of current density. To its left lies the falling section that starts from the Townsend plateau, and to its right the abnormal glow.

At the minimum, the first 0.9 cm carries 334 V, or 74% of the total. There $y$ rises from 0.0099 to 0.972, so $\ln(0.972/0.0099)=4.59$ of the required 4.615 has been supplied. This is the cathode fall. The remaining 2.1 cm carries 119 V at fields mostly near 50 V/cm. The field rises slightly before the anode, from its minimum of 48 to 51 V/cm, because $y>1/(1+m)$ there and the net charge is negative.

A source of voltage $V_s$ with series resistance times electrode area $R_a$ imposes $V_s=V(j)+R_aj$. The right side increases throughout, and the crossing is unique, if $R_a>-dV/dj$ everywhere. The steepest fall is close to 43.5 MΩ cm$^2$ (differences between the computed points give 43.3), so for an electrode of 10 cm$^2$ a resistor of 4.4 MΩ is enough. This concerns the number of crossings for a uniform discharge in this model. Stability in time is a separate question.

The curve can be transferred to other pressures. Use $X=px$ and $\epsilon=E/p$, with $\mu_i$ and $\mu_e$ proportional to $1/p$. Then $\alpha/p$ and the drift speeds depend on $\epsilon$ alone, and $d\epsilon/dX=p^{-2}\,dE/dx$. The current enters only as $j/p^2$, and the voltage $\int\epsilon\,dX$ depends on $pL$ and $j/p^2$. Doubling $p$, halving $L$ and raising $j$ from 1 to 4 µA/cm$^2$ leaves the voltage at 510.07 V. Raising $j$ only to 2 µA/cm$^2$ gives 528.02 V.

## Beside a real carbon dioxide discharge

The pressure and gap are ordinary for a laboratory glow, but the coefficients are stretched. These ionization coefficients are meant for $E/p$ of roughly 500 to 1000 V cm$^{-1}$Torr$^{-1}$, and at the voltage minimum 90% of the gap lies below 500. The breakdown field of this gap is also below that range, and above about 30 µA/cm$^2$ the cathode field exceeds its upper end. The lowest breakdown voltage given by these coefficients is $B\times0.627\approx292$ V, whereas measured values for carbon dioxide are roughly 400 V and depend on the cathode. The voltages here should therefore not be taken as predictions to better than some tens of percent.

A serious physical omission is non-local ionization. At the voltage minimum, the distance over which an electron gains the ionization energy, about 13.8 eV, reaches 0.26 of the length over which the field changes. Fast electrons from the cathode fall can also ionize where the field is weak, forming a negative glow that a local law cannot describe. Such ionization can lower the field needed beyond the cathode fall, so the 119 V found there is uncertain. The outer part of the cathode fall, where the field changes fastest relative to its strength, is affected as well.

Attachment acts less simply. With a rough coefficient of 0.01 cm$^{-1}$Torr$^{-1}$ it is 7.6 times the ionization at the lowest field, 48 V/cm, and the two would balance only at 61 V/cm. Yet the voltage need not rise, because the slow negative ions add a space charge of their own. If they are as mobile as the positive ions, solving the equations with attachment included gives about 436 V instead of 453 V at 13.4 µA/cm$^2$. The field then dips to about 21 V/cm and climbs to about 94 V/cm at the anode. The result depends on that mobility: negative ions twice as mobile give about 454 V, with a lowest field near 43 V/cm.

Other effects can also be estimated at the minimum. An ion speed $\mu_0E/\sqrt{1+E/E_s}$, with rough values $\mu_0p=800$ Torr cm$^2$/(V s) and $E_s/p=65$ V cm$^{-1}$Torr$^{-1}$, moves it to about 467 V and 14 µA/cm$^2$. This law matters more in the abnormal glow, where it raises 515 V to about 545 V at 100 µA/cm$^2$ and 631 V to about 718 V at 316 µA/cm$^2$. For an electron temperature of 3 eV, diffusion reaches 0.08 of drift. Recombination at a rough $10^{-7}$ cm$^3$/s is $3\times10^{-5}$ of the ionization at the lowest field.

Gas heating limits the upper end of the curve. For plates held at fixed temperature, the hottest case puts all the heat $jV$ at mid-gap. Half flows each way over $L/2$, so $\Delta T\le jVL/(4\kappa)$. With $\kappa\approx1.7\times10^{-4}$ W/(cm K) this bound is 27 K at the minimum but about 880 K at 316 µA/cm$^2$. Heat released in proportion to the computed field, mostly near the cold cathode, gives a rise of about 150 K at that current, still enough to thin the gas noticeably. A real discharge may also cover only part of the cathode, which a one-dimensional model excludes. The numerical output lists the remaining points of the curve and the profile.

## Table of computed values

```
pressure 1.0 Torr, gap 3.0 cm, secondary yield 0.01
A 20 1/(cm Torr), B 466 V/(cm Torr)
mobility*p: ion 250, electron 300000 Torr cm2/(V s)
mobility ratio m 8.333e-04, ln(1+1/gamma) 4.6151
shortest gap with a solution 0.2308 cm
pL at Paschen minimum 0.627 Torr cm
pL where first departure changes sign 1.705 Torr cm
variance factor W 0.05897
gap 3.0 cm: breakdown 545.03 V, (V-Vb)/j^2 marched -153.0919, formula -153.0923 V/(uA/cm2)^2
gap 1.0 cm: breakdown 317.79 V, (V-Vb)/j^2 marched 1.0006, formula 1.0006 V/(uA/cm2)^2
j (uA/cm2), V (V), cathode field (V/cm), lowest field (V/cm):
     0.0100    545.01     185.0   179.23
     0.0316    544.88     192.0   174.05
     0.1000    543.74     212.1   158.81
     0.3162    535.95     260.0   123.80
     1.0000    510.07     344.9    83.88
     3.1623    475.42     477.8    60.83
    10.0000    454.39     690.0    50.12
    31.6228    463.39    1040.0    44.14
   100.0000    514.88    1633.0    39.01
   316.2278    630.95    2657.8    34.64
final bracket, largest width: anode electron share 7.6e-08, relative voltage 2.9e-07
largest relative voltage gap between methods 1.2e-07
minimum of curve: 453.33 V at 13.39 uA/cm2
  in atomic units: V 16.6595, j 5.663e-20
steepest fall of V with j 43.3 Mohm cm2
profile at minimum: x (cm), E (V/cm), electron share, potential (V):
  0.00    762.63 0.00990     0.00
  0.30    490.57 0.17150   189.83
  0.60    209.14 0.76447   292.18
  0.90     97.90 0.97241   334.37
  1.50     57.97 0.99676   377.48
  2.10     49.54 0.99865   409.19
  3.00     50.90 1.00000   453.33
similarity at 1 uA/cm2, 1 Torr: 510.066 V; at 2 Torr, half gap: 4j 510.066 V, 2j 528.017 V
neglected effects at the minimum, from rough inputs:
  bent ion speed: low-field mobility*p 800 Torr cm2/(V s), bend 65 V/(cm Torr)
  bent ion speed: minimum 466.9 V at 14.03 uA/cm2
  ionization energy 13.8 eV: energy-gain length / field length, largest 0.26
  electron temperature 3.0 eV: diffusion / drift, largest 0.08
  attachment 0.01 1/(cm Torr): / ionization at lowest field 7.6
  field where attachment equals ionization 61.3 V/cm, lowest field 48.4 V/cm
  recombination 1e-07 cm3/s: / ionization at lowest field 3.0e-05
  heat conductivity 1.7e-04 W/(cm K): gas heating at most 26.8 K
  share of gap with E/p below 500 V/(cm Torr) 0.90
```
